Molecular Lamb Shifts from Scaled Darwin Terms: Vibrational Levels of Water

**A large shift that nearly cancels**

In the calculation described below, the Lamb shift, taken at leading order in Zα, raises the electronic energy of a water molecule by about 931 cm⁻¹. Yet it moves the first excited OH-stretch level by only 0.15 cm⁻¹ relative to the ground level, and the seventh by 1.02 cm⁻¹. Two things need explaining: how a one-electron relativistic energy can give a QED shift, and why so little of that shift survives in the spectrum.

**Back-of-envelope argument**

Suppose an electron's position jitters isotropically by δr. Expanding the potential energy V to second order and averaging gives

δV = (1/6)⟨δr²⟩∇²V.

I use ħ = c = 1 here, with electron mass m. The Darwin term is ∇²V/(8m²), so it corresponds to ⟨δr²⟩ = 3/(4m²).

The vacuum electric field adds a second jitter. A free electron driven at frequency k has amplitude eE/(mk²). Two polarizations with zero-point energy k/2 each give ⟨E²⟩ = ∫k³dk/(2π²), with e² = 4πα. Hence

⟨δr²⟩ = (e²/m²)∫dk/(2π²k) = (2α/πm²) ln(k_max/k_min).

Dividing by 3/(4m²) gives

Lamb/Darwin ≈ (2α/π)(4/3) ln(k_max/k_min).

The electron stops responding as a point near k_max = m. Binding cuts off frequencies below roughly k_min = (Zα)²m. For oxygen Zα = 0.0584, so the logarithm is 5.68 and the ratio is 0.00465 × 7.58 = 0.035.

Both effects probe ∇²V, hence the electron density at the nuclei. The core supplies most of that density and hardly changes as the molecule vibrates. A level shift sees only the change. The derivation must now fix the cutoffs.

**The Darwin operator and its loop correction**

Let an electron scatter from momentum p to p′ = p + q in a static potential. To second order in momentum, its normalized Dirac spinor has upper part (1 − p²/8m²)χ and lower part (σ·p/2m)χ. The overlap of the final and initial spinors is

1 − (p² + p′²)/8m² + (σ·p′)(σ·p)/4m²
= 1 − q²/8m² + iσ·(p′×p)/4m².

In position space −q² acting on V becomes ∇²V, which gives the Darwin term. The last term is spin-orbit coupling; its expectation value vanishes for s states and for a closed-shell singlet.

A loop replaces the charge vertex by form factors F₁ and F₂. For a static potential the invariant momentum transfer is t = −q², so F₁ = 1 − q²F₁′(0). The F₂ vertex contributes F₂/(2m) times

[(σ·q)(σ·p) − (σ·p′)(σ·q)]/2m.

The spin-independent part of this bracket is (q·p − p′·q)/2m = −q²/2m. The total coefficient of −q²/8m² is therefore

1 + 8m²F₁′(0) + 2F₂(0).

The starting point for the slope is the renormalized one-loop vertex of QED, with a small photon mass μ to regulate soft photons. In units m = 1,

F₁(t) − 1 = (α/2π)∫dx dy dz δ(1−x−y−z)
× {ln(Δ₀/Δ) + [(1−x)(1−y)t + N]/Δ − N/Δ₀},

where N = 1 − 4z + z², Δ = (1−z)² + zμ² − xyt, and Δ₀ is Δ at t = 0. Set u = 1−z and D = u² + μ²(1−u). At fixed u, the integral of xy is u³/6 and that of (1−x)(1−y) is u(1−u) + u³/6. Also N = −2 + 2u + u². Differentiating at t = 0 gives

F₁′(0) = (α/2π)∫₀¹du {[u³/3 + u(1−u)]/D + (−2+2u+u²)u³/(6D²)}.

As μ → 0, ∫u du/D → ln(1/μ) and ∫u³du/D² → ln(1/μ) − 1/2. The first part is ln(1/μ) − 5/6. The second is

[−2ln(1/μ) + 1 + 2 + 1/2]/6 = −(1/3)ln(1/μ) + 7/12.

Adding them and restoring m,

m²F₁′(0) = (α/3π)[ln(m/μ) − 3/8].

The same vertex gives F₂(0) = (α/2π)∫₀¹2z dz = α/2π. Thus

8m²F₁′(0) + 2F₂(0) = (8α/3π)[ln(m/μ) − 3/8] + α/π
= (8α/3π) ln(m/μ).

The magnetic term cancels the 3/8.

**Replacing soft free-electron photons by atomic ones**

The photon mass is fictitious, and for soft photons the electron is not free. Choose a cutoff K far above atomic excitation energies and μ, but far below m. Below K, remove the free-electron contribution with massive photons and insert the atomic contribution with massless ones.

A free electron whose velocity changes by v = q/m has the soft-emission current j = v/ω, j⁰ = k·v/ω², with ω² = k² + μ². The angular average of |j|² − |j⁰|² is (v²/ω²)(1 − k²/3ω²). Half the emission probability is the loss of elastic amplitude:

(α/2π)v²∫₀ᴷdk (k²/ω³)(1 − k²/3ω²) = (α/3π)v²S,

S = (3/2)∫₀ᴷdk (k²/ω³)(1 − k²/3ω²).

With k = μ sinh τ and T = ln(2K/μ), the two integrals become ∫tanh²τ dτ = T − 1 and ∫tanh⁴τ dτ = T − 4/3. Therefore

S = (3/2)[T − 1 − (T − 4/3)/3] = ln(2K/μ) − 5/6.

For the atom, second-order perturbation theory in the dipole coupling, less the same expression for a free electron, gives

δE = (2α/3πm²) Σ|p_ab|² ∫₀ᴷdk [1 − k/(k+ΔE)]
= (2α/3πm²) Σ|p_ab|² ΔE ln(K/|ΔE|).

Here a is the level considered, the sum runs over states b, and ΔE = E_b − E_a. The weights obey

Σ|p_ab|²ΔE = ½⟨[p_j,[V,p_j]]⟩ = ½⟨∇²V⟩.

Define the weighted logarithmic mean excitation energy k̄ by

ln k̄ = Σ|p_ab|²ΔE ln|ΔE| / Σ|p_ab|²ΔE.

Then δE = (α/3πm²)⟨∇²V⟩ ln(K/k̄), which is (8α/3π) ln(K/k̄) times the Darwin energy. The complete logarithm is

ln(m/μ) − [ln(2K/μ) − 5/6] + ln(K/k̄) = ln(m/2k̄) + 5/6.

Both artificial scales have cancelled. For a hydrogenic state write 2k̄ = k₀(Zα)²m, where k₀ is k̄ in units of Z² rydberg.

Vacuum polarization changes the potential at small q by the factor 1 + Πq². With s = 4m²/(1−v²), v now being an integration variable, its dispersion integral is

Π = (α/3π)∫ds s⁻²√(1−4m²/s)(1+2m²/s)
= (α/3πm²)∫₀¹dv v²(3−v²)/4 = α/(15πm²).

The added potential is −Π∇²V, or −8α/(15π) times the Darwin term. Altogether, for s states at leading order in Zα,

E_Lamb = (2αF/π)E_Darwin,

F = (4/3)[ln(Zα)⁻² − ln k₀ + 5/6] − 4/15.

**Numbers for the atoms**

In hartree atomic units, ∇²V = 4πZδ(r), so

E_Darwin = (π/2)α²Zρ(0),

where ρ(0) is the contact density. With ln k₀ = 2.812 for the 2s state,

F(O, 2s) = (4/3)(5.682 − 2.812 + 0.833) − 0.267 = 4.67.

The multiplier is 0.0217, against 0.035 from the rough argument. The large mean excitation energy raises the lower cutoff and by itself lowers F by (4/3) × 2.812 = 3.75, more than the whole drop from 7.58 to 4.67. The constant 5/6 gives back 1.11, and vacuum polarization takes away 0.27.

For hydrogen 1s, F = 9.99 and the multiplier is 0.0464. The light atom has the larger fractional correction because its logarithm is larger. The Darwin coefficient carries a factor Z, however, so a unit change of contact density still costs 8 × 0.0217/0.0464 = 3.7 times more at oxygen. As a free-atom case, the formula gives a hydrogen 2s shift of 1039 MHz.

**From an atom to a molecule**

The molecular estimate adds the nuclear contact terms:

W(R) = Σ_A (2αF_A/π)(π/2)α²Z_Aρ(R_A).

Here R denotes the nuclear geometry. Two steps go beyond the atomic derivation. First, QED corrections to the interaction between electrons, which enter at the same order in α, are left out. Second, a hydrogenic k₀ is used. That is reasonable if the logarithm is governed by the region near the nucleus, where the bare charge dominates.

A model tests this: a 2s electron at Z = 8, screened by clouds of charge 2 and 5 with exponents 7.7 and 1.2 bohr⁻¹. Its mean excitation energy gives F = 4.54, which is 2.8% below the hydrogenic value. The sum Σ|p_ab|²ΔE is 0.969 of its nuclear part, because the screening charge also enters ∇²V. This reduction belongs to the one-electron model. In a many-electron molecule the dipole coupling involves the total momentum, which commutes with the electron repulsion, so the sum has only the nuclear part kept in W.

Changes in oxygen density are assigned the 2s factor, since they are taken to be mainly valence changes. Using the 1s value, F = 4.44, would reduce the oxygen part by 5%. For the absolute shift, dominated by the core, the 1s value is the better choice.

The estimate has clear limits. A p state has no contact density at this order, yet its Lamb shift need not vanish. For heavy atoms Zα is not small and the expansion for F loses its basis. Even for oxygen, corrections of relative order Zα are absent, and they are not small. The coefficient known for hydrogenic s states, quoted here and not derived, is about 9.6, so the first correction adds 9.6 × 0.0584 = 0.56 to F. Higher orders take back part of this, and every oxygen contribution below is too small in magnitude by roughly 10%.

**The electronic calculation**

Water is treated by all-electron CCSD in the cc-pVDZ basis, with the oxygen s functions uncontracted and two tight ones added. Adding λW to the Hamiltonian and differentiating the energy at λ = 0 gives W(R), including orbital relaxation. The reference geometry has bonds of 0.960 Å and an angle of 104.5°.

There the oxygen contact density is 307.0 bohr⁻³ and the oxygen Darwin energy is 0.2055 hartree. Changing from the 2s to the 1s factor,

0.2055 × 0.0217 × (4.441/4.671) = 0.00424 hartree.

The hydrogens add about 3 × 10⁻⁶ hartree. The total is 0.00424 hartree, or 931 cm⁻¹.

On straightening the molecule at fixed bond length, the oxygen density falls by 1.222 bohr⁻³, about 0.4%. The Darwin energy per unit density is 0.20546/307.03 = 6.692 × 10⁻⁴ hartree bohr³, so the oxygen part changes by

−1.222 × 6.692×10⁻⁴ × 0.0217 = −1.77×10⁻⁵ hartree = −3.89 cm⁻¹.

Hydrogen adds −0.10 cm⁻¹, for a total of −3.99 cm⁻¹. The rough multiplier 0.035 would have given −6.3 cm⁻¹ for oxygen: the right sign and order, but too large.

Symmetry suggests a reason for the fall. In bent water one lone-pair orbital may contain oxygen s character; in the linear molecule it becomes a π orbital with a node at the nucleus. This remains a conjecture, because the change was not resolved by orbital.

**How vibrational levels respond**

To first order in W, level v moves relative to the ground level by

Δ_v = ⟨v|W|v⟩ − ⟨0|W|0⟩.

Any part of W independent of geometry cancels, which disposes of almost all of the 931 cm⁻¹. Direct diagonalization with W included agrees with this formula within the tested tolerance of 0.005 cm⁻¹.

The stretch model moves one OH bond, holding the other bond and the angle fixed and dropping momentum couplings to them. Its kinetic energy is

T = −½(1/m_H + 1/m_O)d²/dr².

The bend model holds both bonds at r. With φ = θ/2, the hydrogens sit at (±r sin φ, r cos φ) relative to oxygen. Motion along x involves both hydrogen masses. Motion along y involves the reduced mass M = 2m_Hm_O/(2m_H+m_O) of the pair against oxygen. Since φ̇ = θ̇/2, the kinetic energy is ½Iθ̇² with

I = (r²/4)(2m_H cos²φ + M sin²φ).

For zero total angular momentum the quantum operator is

T = −½g^(−1/2) d/dθ [g^(1/2)I⁻¹ d/dθ],

where g is I times the three rotational moments of inertia. Two of these are Mr²cos²φ and 2m_Hr²sin²φ, and the third is their sum. The volume element therefore vanishes as sin θ at the linear geometry, as for a radial coordinate in a plane.

The excitation energies and QED shifts, in cm⁻¹, are:

Stretch v = 1: 3754, +0.15
Stretch v = 3: 10768, +0.44
Stretch v = 5: 17133, +0.73
Stretch v = 7: 22852, +1.02

Bend v = 1: 1691, −0.11
Bend v = 3: 5000, −0.37
Bend v = 5: 8157, −0.72
Bend v = 7: 11021, −1.33

**Reading the two ladders**

The stretch shift is nearly proportional to v. Small-amplitude theory gives this form. Let x be the displacement, V = ½kx² + bx³ and W = W₀ + W₁x + ½W₂x². The mean force in a stationary state is zero, so ⟨x⟩ = −3b⟨x²⟩/k. To leading order ⟨x²⟩ = (v+½)ω/k, where ω is the harmonic frequency. Hence

Δ_v = v(ω/k)(½W₂ − 3bW₁/k).

The computed shift per quantum falls only from 0.149 to 0.145 cm⁻¹ between v = 1 and v = 7, so the linear trend persists well beyond the range where the expansion is justified.

The bend behaves differently. Its shift per quantum grows in magnitude from 0.11 to 0.19 cm⁻¹. A likely cause is that the potential softens toward the linear geometry, so the mean angle opens faster than in proportion to v, and W falls as the angle opens, by 4 cm⁻¹ at 180°. The mean angles were not evaluated separately.

Wavenumber-size effects thus appear in these models for high overtones and for the energy of the linear geometry, while the fundamentals move by 0.1 to 0.2 cm⁻¹. The opposite signs also mean that the spacing between stretch and bend levels can change by more than either level alone.

**How far to trust the numbers**

A larger basis, cc-pVTZ without oxygen f and hydrogen d functions but with the same treatment of s functions, changes the bent-to-linear QED difference from −3.99 to −3.74 cm⁻¹, or 6% in magnitude. The energy of the linear geometry above the reference falls from 13099 to 12470 cm⁻¹. These energies are for fixed bonds, not for a fully relaxed barrier.

For the isolated ion O⁷⁺ the smaller basis recovers 98.9% of the contact density, but for the hydrogen atom only 84.4%. The latter matters little for the bend, where hydrogen supplies 2% of the QED change. Its weight in the stretch was not separated.

Stretch-bend coupling, bond relaxation along the bend and connected triple excitations are also missing. The results therefore support the signs and rough sizes of the QED shifts, not their second decimals. The excitation energies themselves are not accurate on the scale of these shifts: the basis change alone moves the energy of the linear geometry by about 630 cm⁻¹. The numerical output below gives the finer digits for checking the arithmetic.

Table of computed values

```
Bethe log 1s, diagonalization: 2.98407 (dimensionless)
Bethe log 1s, explicit sum: 2.98413 (dimensionless)
Bethe log 2s: 2.81171 (dimensionless)
Hydrogen 2s leading Lamb shift: 1039.3 MHz
Z alpha for oxygen: 0.05838 (dimensionless)
F: O 1s 4.4412, O 2s 4.6710, H 1s 9.9863 (dimensionless)
Darwin multiplier O 2s: 0.021700 (dimensionless)
Darwin multiplier H 1s: 0.046393 (dimensionless)
Screened model cloud charges: 2, 5 e
Screened model exponents: 7.7, 1.2 bohr^-1
Screened O-like 2s F: 4.5418 (dimensionless)
Screened/nuclear velocity sum: 0.9691 (ratio)
Basis/exact contact density, O7+: 0.9894 (ratio)
Basis/exact contact density, H: 0.8443 (ratio)
Reference bond length: 0.960 angstrom
Reference angle: 104.5 degree
Masses: H 1.00783, O 15.9949 u
Oxygen contact density: 307.028 bohr^-3
Hydrogen contact density, each: 0.3674 bohr^-3
Oxygen Darwin energy: 0.205456 hartree
Absolute Lamb estimate, O 1s F: 931.0 cm^-1
Absolute Lamb estimate: 0.004242 hartree
Oxygen contact change, linear-bent: -1.2219 bohr^-3
QED change, linear-bent: -3.9910 cm^-1
  oxygen share: -3.8942 cm^-1
  hydrogen share: -0.0968 cm^-1
  larger-basis total: -3.7413 cm^-1
Linear-reference energy: 13098.6 cm^-1
Larger-basis linear-reference energy: 12470.4 cm^-1
Stretch holdout errors V, W: 0.184, 0.00006 cm^-1
Bend holdout errors V, W: 5.485, 0.00371 cm^-1
Stretch v=1: level 3753.6, QED shift +0.1485 cm^-1
Stretch v=3: level 10768.0, QED shift +0.4437 cm^-1
Stretch v=5: level 17133.3, QED shift +0.7345 cm^-1
Stretch v=7: level 22852.1, QED shift +1.0184 cm^-1
Bend v=1: level 1691.0, QED shift -0.1100 cm^-1
Bend v=3: level 4999.5, QED shift -0.3680 cm^-1
Bend v=5: level 8157.3, QED shift -0.7196 cm^-1
Bend v=7: level 11020.5, QED shift -1.3251 cm^-1
```
